# Diamagnetic Shift of an Inversion-Layer Subband in an In-Plane Magnetic Field

## The form fixed by symmetry and dimensions

An inversion-layer electron moves freely in the \(xy\) plane and is bound along the depth \(z\). A field \(B\) along \(y\) deflects motion along \(x\) into the depth direction. Let its vector potential be \(\mathbf A=(Bz,0,0)\), so that \(B_y=\partial_zA_x-\partial_xA_z=B\). For charge \(-e\), with \(e>0\), the kinetic momentum along \(x\) is \(\hbar k_x+eBz\).

Three facts restrict the rise of the subband bottom.

- The Hamiltonian contains \((\hbar k_x+eBz)^2\), which is unchanged when \(k_x\) and \(B\) both change sign. The minimum over \(k_x\) is therefore even in \(B\).
- Replacing \(z\) by \(z+a\) in \(\mathbf A\) adds \(eBa/\hbar\) to \(k_x\) and does nothing else. The minimum cannot depend on \(a\).
- Expanding the square and averaging it brings in only \(\langle z\rangle\) and \(\langle z^2\rangle\), and \(e^2B^2\times(\text{length})^2/(\text{mass})\) is an energy.

At this order the rise must be \((e^2B^2/m_t)(\alpha\langle z^2\rangle+\beta\langle z\rangle^2)\), with pure numbers \(\alpha,\beta\). Under \(z\to z+a\) the bracket changes by \((\alpha+\beta)(2a\langle z\rangle+a^2)\). Invariance requires \(\beta=-\alpha\), which leaves the variance. The theorem supplies \(\alpha=1/2\).

## Theorem

**Assumptions.** The potential \(V(z)\) is fixed and does not respond to the field. The mass is \(m_z\) along \(z\) and \(m_t\) in the plane, with no tilt of the mass axes. Subband \(n\) is bound and non-degenerate, with real wave function \(\psi_n\) and energy \(E_n\) at \(B=0\), and perturbation theory in small \(B\) applies. Spin is left aside.

**Statement.** The bottom of subband \(n\) rises by

\[
\Delta E_n=\frac{e^2B^2}{2m_t}\left(\langle z^2\rangle-\langle z\rangle^2\right)+O(B^4),
\]

with averages taken in \(\psi_n\). "First order" refers to the perturbation; the shift is of second order in \(B\).

### Lemma 1: the first-order energy

For a plane wave in \(x\) and \(y\),

\[
H=\frac{p_z^2}{2m_z}+V(z)+\frac{(\hbar k_x+eBz)^2}{2m_t}+\frac{\hbar^2k_y^2}{2m_t}.
\]

The last term is smallest at \(k_y=0\), which is set from here on. Averaging the field-dependent square in \(\psi_n\) gives

\[
\frac{\hbar^2k_x^2}{2m_t}+\frac{\hbar k_xeB\langle z\rangle}{m_t}+\frac{e^2B^2\langle z^2\rangle}{2m_t}.
\]

Adding and subtracting \(e^2B^2\langle z\rangle^2/2m_t\) completes the square:

\[
\frac{(\hbar k_x+eB\langle z\rangle)^2}{2m_t}+\frac{e^2B^2}{2m_t}\left(\langle z^2\rangle-\langle z\rangle^2\right).
\]

The first term vanishes at \(k_x=-eB\langle z\rangle/\hbar\), and the second is the stated shift. ∎

### Lemma 2: no other term of order \(B^2\) at the bottom

Second-order perturbation theory could also yield terms in \(B^2\), because \(H\) has a part linear in \(B\). Define \(\zeta=z-\langle z\rangle\) and \(\hbar\kappa=\hbar k_x+eB\langle z\rangle\). Then \(\hbar k_x+eBz=\hbar\kappa+eB\zeta\), and apart from the constant \(\hbar^2\kappa^2/2m_t\) the perturbation is

\[
W=\frac{\hbar\kappa eB}{m_t}\zeta+\frac{e^2B^2}{2m_t}\zeta^2 .
\]

Since \(\langle\zeta\rangle=0\), its average is the variance term. The second-order energy \(-\sum_{m\ne n}|W_{mn}|^2/(E_m-E_n)\) contains three kinds of term, proportional to \(\kappa^2B^2\), \(\kappa B^3\) and \(B^4\). Each further order multiplies by another \(\kappa B\) or \(B^2\). Near \(\kappa=0\), therefore,

\[
E=E_n+\frac{\hbar^2\kappa^2}{2m_t}\left[1+O(B^2)\right]+\frac{e^2B^2}{2m_t}\langle\zeta^2\rangle-g\kappa B^3+O(B^4),
\]

where \(g\) is a constant of the well. Setting the derivative in \(\kappa\) to zero gives \(\kappa\approx m_tgB^3/\hbar^2\). Inserting this value changes the energy by \(-m_tg^2B^6/2\hbar^2\), which is beyond the order kept. The coefficient of \(B^2\) is complete, and the theorem follows. ∎

**Remark 1: meaning.** At the bottom the mean velocity \((\hbar k_x+eB\langle z\rangle)/m_t\) is zero at this order. An electron found a distance \(\zeta\) from the mean depth still has the velocity \(eB\zeta/m_t\), in opposite directions above and below the mean. The kinetic energy \(\tfrac12m_t(eB\zeta/m_t)^2\), averaged over the layer, is the shift. A layer of zero thickness has none, however deep it lies.

**Remark 2: fixed wave vector.** At \(k_x=0\) the value of \(\kappa\) is \(eB\langle z\rangle/\hbar\), and the energy rises by \(e^2B^2\langle z^2\rangle/2m_t\) to order \(B^2\). This depends on where \(z=0\) is placed in \(\mathbf A\), so it is not a shift of the subband.

**Remark 3: away from the bottom.** The \(\kappa^2B^2\) term for the lowest subband is

\[
-\left(\frac{\hbar\kappa eB}{m_t}\right)^2S,\qquad S=\sum_{m>0}\frac{|z_{m0}|^2}{E_m-E_0}.
\]

It equals \(\hbar^2\kappa^2/2m_t\) times \(-2e^2B^2S/m_t\), so the mass along \(x\) increases. This effect has the same order in \(B\) as the shift.

**Remark 4: strong fields.** With \(l_B^2=\hbar/eB\) and \(\omega_c=eB/m_t\), the shift is \(\tfrac12\hbar\omega_c\langle\zeta^2\rangle/l_B^2\). For comparable masses \(m_z\) and \(m_t\), the expansion needs a layer thin compared with \(l_B\). The parabolic well \(V=\tfrac12m_z\omega_0^2z^2\) shows how the masses enter and what follows in strong fields. At \(k_x=0\), its minimum by symmetry, the frequency becomes \(\Omega=\sqrt{\omega_0^2+e^2B^2/(m_zm_t)}\). For weak fields

\[
\tfrac12\hbar(\Omega-\omega_0)\approx\frac{\hbar e^2B^2}{4m_zm_t\omega_0}=\frac{e^2B^2}{2m_t}\,\frac{\hbar}{2m_z\omega_0},
\]

and \(\hbar/2m_z\omega_0\) is the ground-state variance, as the theorem requires. The field is weak when \(e^2B^2/(m_zm_t\omega_0^2)=4(m_z/m_t)(\langle\zeta^2\rangle/l_B^2)^2\) is small. For strong fields \(\Omega\to eB/\sqrt{m_zm_t}\), and the growth becomes linear in \(B\).

## Corollary: the Fang-Howard function

For an impenetrable oxide at \(z=0\), take

\[
\psi(z)=\sqrt{b^3/2}\;z\,e^{-bz/2},\qquad z>0 .
\]

With \(\int_0^\infty z^pe^{-bz}dz=p!/b^{p+1}\), the norm is \((b^3/2)(2/b^3)=1\), and

\[
\langle z\rangle=\frac{b^3}{2}\frac{6}{b^4}=\frac3b,\qquad
\langle z^2\rangle=\frac{b^3}{2}\frac{24}{b^5}=\frac{12}{b^2}.
\]

The variance is \(12/b^2-9/b^2=3/b^2\), hence

\[
\boxed{\Delta E=\frac{3e^2B^2}{2m_tb^2}=\frac{e^2B^2\langle z\rangle^2}{6m_t}}
\]

to order \(B^2\).

**A well for which this function is exact.** Differentiating twice gives \(\psi''/\psi=b^2/4-b/z\). The function therefore solves the Schrödinger equation in \(V=-\hbar^2b/(2m_zz)\), with energy \(-\hbar^2b^2/8m_z\). It has no node, so it is the ground state. Diagonalizing this well at 1 T, with \(b=1.0114\) nm⁻¹, \(m_z=0.916\,m_0\) and \(m_t=0.19\,m_0\), and minimizing over \(k_x\) gives a rise of 1.357 μeV, which agrees with the boxed formula to these four digits. At \(k_x=0\) the rise is 5.425 μeV, close to four times larger, as \(\langle z^2\rangle=4\langle\zeta^2\rangle\) implies.

### Lemma 3: the value of \(b\)

Let \(N_s\) be the electron sheet density, \(N_d\) the depletion-charge sheet density and \(\varepsilon\) the silicon permittivity. The energy per electron has three parts that depend on \(b\).

*Kinetic energy.* Since \(\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}\),

\[
\int\psi'^2dz=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4},
\]

which gives \(\hbar^2b^2/8m_z\).

*Depletion charge.* For a depletion region much wider than the layer, its field is uniform across the layer. The potential energy is \(e^2N_dz/\varepsilon\), with average \(3e^2N_d/\varepsilon b\).

*Other electrons.* Let \(P(z)=\int_z^\infty\psi^2dz'\) be the fraction of electrons deeper than \(z\). The electronic part of the field vanishes deep in the silicon, so Gauss's law gives \(V_s'=e^2N_sP/\varepsilon\), with \(V_s(0)=0\). Because \(\psi^2=-P'\), integration by parts gives \(\langle V_s\rangle=(e^2N_s/\varepsilon)\int P^2dz\). With \(x=bz\), \(P=e^{-x}(1+x+x^2/2)\), and

\[
\int_0^\infty e^{-2x}\left(1+2x+2x^2+x^3+\tfrac{x^4}{4}\right)dx=\tfrac12+\tfrac12+\tfrac12+\tfrac38+\tfrac3{16}=\tfrac{33}{16}.
\]

Thus \(\langle V_s\rangle=33e^2N_s/16\varepsilon b\). Half of it enters the energy per electron, because each pair is counted once. The sum is

\[
\mathcal E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3e^2N^*}{\varepsilon b},\qquad N^*=N_d+\tfrac{11}{32}N_s .
\]

Setting \(\mathcal E'(b)=\hbar^2b/4m_z-3e^2N^*/\varepsilon b^2=0\) yields

\[
b^3=\frac{12m_ze^2N^*}{\hbar^2\varepsilon}. \qquad ∎
\]

In this model the shift scales as \(B^2(N^*)^{-2/3}\): a stronger confining field thins the layer and reduces it.

## Example: silicon (100) at 10 T and 4.2 K

The parameters are rough values for a lightly doped, long-channel silicon MOSFET: \(N_s=10^{12}\) cm⁻², \(N_d=1.2\times10^{11}\) cm⁻², \(m_z=0.916\,m_0\), \(m_t=0.19\,m_0\) and relative permittivity 11.7. Then

\[
N^*=(1.2+3.4375)\times10^{11}=4.64\times10^{11}\ \text{cm}^{-2},
\]

and Lemma 3 gives \(b=1.011\) nm⁻¹. The mean depth is \(3/b=2.97\) nm and the variance \(3/b^2=2.93\) nm². With \(l_B=8.11\) nm, the ratio \(\langle\zeta^2\rangle/l_B^2\) is about 0.045. The parameter \(4(m_z/m_t)(\langle\zeta^2\rangle/l_B^2)^2\) of Remark 4 is then about 0.04, so the field is weak. The shift is

\[
\Delta E=\frac{(1.602\times10^{-19}\times10)^2(2.933\times10^{-18})}{2\times0.19\times9.109\times10^{-31}}\ \text{J}
=2.17\times10^{-23}\ \text{J}=0.136\ \text{meV}.
\]

## How good is the Fang-Howard variance?

A self-consistent Hartree solution with the same charges and hard wall has a variance of 1.97 nm² and a shift of 0.091 meV. The Fang-Howard shift is 49% above this value, although its energy per electron, 31.9 meV, is only 2% above the Hartree value of 31.2 meV. If a trial function differs from the optimum by a small amount \(\eta\), the energy error is of order \(\eta^2\), because the energy is stationary. The variance is not stationary, and its error is generally of order \(\eta\).

**Second case: the triangular well.** For \(V=Fz\), use the length \(l=(\hbar^2/2m_zF)^{1/3}\) and energy \(Fl\) as units. Then \(-\psi''+x\psi=\epsilon\psi\) with \(\psi(0)=0\). The ground state is an Airy function, and \(\epsilon=2.338\) is the magnitude of the first Airy zero. For any polynomial \(f\), differentiation and use of the equation give

\[
\frac{d}{dx}\left[f\psi'^2-f'\psi\psi'+\tfrac12f''\psi^2+f(\epsilon-x)\psi^2\right]
=\left[2f'(\epsilon-x)-f+\tfrac12f'''\right]\psi^2 .
\]

If \(f(0)=0\), the left bracket vanishes at both ends, so the right side integrates to zero. Choosing \(f=x\) gives \(2\epsilon=3\langle x\rangle\). Choosing \(f=x^2\) gives \(4\epsilon\langle x\rangle=5\langle x^2\rangle\). Hence

\[
\langle x^2\rangle-\langle x\rangle^2=\frac{8\epsilon^2}{15}-\frac{4\epsilon^2}{9}=\frac{4\epsilon^2}{45}=0.486 .
\]

The Fang-Howard energy in these units is \(b^2/4+3/b\), with its minimum at \(b^3=6\) and variance \(3/6^{2/3}=0.909\). That is 1.87 times the Airy value, while the energy is 5.9% too high. The Fang-Howard form thus gives the right scaling but a poor prefactor in this well.

## What the model leaves out

The following values are for the same densities at 10 T.

**Confinement.** Starting from the Hartree value of 0.091 meV, the repulsive image potential at the oxide raises the shift to 0.105 meV. Adding a local exchange potential as well lowers it to 0.081 meV. Letting the state leak into an oxide barrier of 3.1 eV, with mass \(0.5\,m_0\), gives 0.088 meV if the hard-wall Hartree potential is kept fixed. If that potential is re-solved, the shift is 0.091 meV, so leakage hardly changes it. Correlation and valley splitting are not included.

**Response to the field.** Diagonalizing the fixed Hartree well at 10 T gives 0.090 meV, so higher orders in \(B\) matter little here. If the Hartree potential is re-solved in the field, with the density averaged over the occupied states, the bottom rises by 0.078 meV relative to the silicon band edge at the interface. The field alters the density at order \(B^2\), hence also the potential, so this correction does not become relatively smaller in weak fields.

**The Fermi edge.** The Fermi energy is 6.3 meV. For states at the Fermi wave vector along \(\pm x\), diagonalizing the fixed Hartree well gives an extra term of \(-0.128\) meV, averaged over the two directions. This is the effect of Remark 3 with higher orders included, and it is larger in size than the rise of the bottom. At fixed \(\kappa\) these states end up lower than at zero field, so the diamagnetic shift is not a rigid displacement of the whole subband.

**Other subbands.** In the Hartree well the next subband of the same valleys lies 14.6 meV above the lowest, and the lowest one of the valleys with normal mass \(0.19\,m_0\) lies 14.9 meV above it. These gaps depend on the model: both are 13.0 meV with the image potential, and they are 18.3 and 16.8 meV with image and exchange. Both exceed the Fermi energy, and \(k_BT=0.36\) meV, so one subband is occupied at 4.2 K. At 300 K, \(k_BT=25.9\) meV and this no longer holds. In the Hartree well the next subband has a variance of 7.44 nm² (6.57 nm² with image and exchange) and a first-order shift of 0.344 meV. At fixed potential the gap between the two subband bottoms, which lie at different \(k_x\), therefore widens by \(0.344-0.091=0.253\) meV at this order.

**Comparison with real devices.** The depletion width of 1.2 μm and band bending of 1.11 V fit acceptor doping of \(10^{15}\) cm⁻³, and the oxide field of 0.52 MV/cm is far below the rough breakdown value of 10 MV/cm. Heavier doping raises \(N_d\) and with it \(N^*\). If \(N^*\) were ten times larger, the Fang-Howard shift would fall by \(10^{2/3}\approx4.6\). Real layers also depart from perfect alignment and freedom from scattering. In a layer free of scattering, a tilt of 1° out of the plane would add a Landau zero-point energy of 0.053 meV. A mobility of \(10^4\) cm²/Vs implies a width \(\hbar/\tau\) of about 0.6 meV, if the transport time sets the level width. The Landau levels of the tilted field, 0.11 meV apart, are then not resolved. The Zeeman splitting for \(g=2\) is 1.16 meV. The diamagnetic shift is smaller than both this splitting and the level width, so a measurement must separate it from spin and disorder effects. For this example the models considered place the shift near 0.1 meV; the digits of the Fang-Howard value after the first have no physical weight. The remaining values are in the numerical output.

## Computed results

```
masses m_z, m_t: 0.916, 0.19 m0; valleys 2
permittivity Si, oxide: 11.7, 3.9
N_s = 1.00e+12 cm^-2, N_depl = 1.20e+11 cm^-2
acceptors = 1.0e+15 cm^-3
B = 10.0 T, T = 4.2 K
N_depl + 11 N_s/32 = 4.6375e+11 cm^-2
b formula = 1.0114 nm^-1; search = 1.0115 nm^-1
FH mean depth = 2.966 nm
FH variance = 2.933 nm^2; spread = 1.713 nm
magnetic length = 8.113 nm
k at subband bottom = -0.04506 nm^-1
FH SHIFT = 0.1357 meV = 2.175e-23 J
FH shift / B^2 = 1.3574 ueV/T^2
wrong <z^2> value = 0.5430 meV
exact FH well, 1 T: diagonalized 1.3567 ueV
exact FH well, 1 T: formula 1.3574 ueV
exact FH well, k=0 rise = 5.4249 ueV
triangular well variance FH/Airy = 1.870
triangular well energy FH/Airy = 1.0592
energy per electron FH = 31.910 meV
energy per electron Hartree = 31.215 meV
Hartree mean depth = 2.792 nm
Hartree variance = 1.971 nm^2
Hartree variance, subband 1 = 7.440 nm^2
shift, Hartree variance = 0.0912 meV
shift, subband 1 = 0.3444 meV
shift, Hartree+image = 0.1052 meV
shift, Hartree+image+exchange = 0.0814 meV
oxide barrier = 3.1 eV, mass 0.5 m0
shift, Hartree+oxide leakage = 0.0875 meV
shift, Hartree well, all orders in B = 0.0898 meV
shift, potential re-solved in B = 0.0777 meV
Fermi wavevector = 0.1772 nm^-1
Fermi energy = 6.300 meV
extra term at Fermi edge along x = -0.1278 meV
next subband above lowest = 14.65 meV
primed subband above lowest = 14.91 meV
k_B T = 0.362 meV
k_B T at 300 K = 25.85 meV
Zeeman splitting, g=2 = 1.158 meV
Landau zero-point, 1 deg tilt = 0.0532 meV
mobility = 1.0e+04 cm^2/Vs
broadening hbar/tau = 0.609 meV
depletion width = 1200 nm, bending = 1.114 V
depletion curvature part = 0.165 %
surface field in Si = 0.173 MV/cm
oxide field = 0.520 MV/cm
```
